# Escape of a biaxial macrospin: why the saddle curvature cancels: test program

```python
"""Transition-state escape of a biaxial macrospin over one saddle.

Result under test: k = f0 exp(-Ke V / kT), with f0 the cyclic resonance
frequency of the well, whatever the curvature of the saddle.
Energy: E = V (-Ke mx^2 + Kh mz^2); wells +-x, saddles +-y, maxima +-z.
Ms: magnetization, V: volume, gamma: gyromagnetic ratio, J = Ms V / gamma.
D = Ke V / kT and Dh = Kh V / kT are the reduced energies.
Extra terms c my^2 mz^2 + d mx^2 my^4 (in kT) reshape only the saddle.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import elliprd, erfc

gamma = const.physical_constants["electron gyromag. ratio"][0]
year = const.Julian_year

# Rough typical parameters of an in-plane memory element
length, width, thick = 80e-9, 40e-9, 3e-9
Ms, Ke, Kh = 1.0e6, 2.5e4, 5.0e5
alpha, stiffness, T = 0.01, 20e-12, 300.0
V = np.pi / 4 * length * width * thick
kT = const.k * T
D, Dh = Ke * V / kT, Kh * V / kT
q = Ke / Kh


def energy(x, y, z, D, Dh, c=0.0, d=0.0):
    """Energy in units of kT."""
    return -D * x**2 + Dh * z**2 + c * y**2 * z**2 + d * x**2 * y**4


def outbound_flux(*par):
    """One-way flow from +x past the +y saddle, in units of kT/J.

    Velocity comes from m x grad E with a numerical gradient.
    """
    chi = np.linspace(-np.pi / 2, np.pi / 2, 40001)
    y, z, h = np.cos(chi), np.sin(chi), 1e-5
    gy = (energy(0, y + h, z, *par) - energy(0, y - h, z, *par)) / (2 * h)
    gz = (energy(0, y, z + h, *par) - energy(0, y, z - h, *par)) / (2 * h)
    speed_out = np.maximum(-(y * gz - z * gy), 0.0)
    f = speed_out * np.exp(-energy(0, y, z, *par))
    return np.sum((f[1:] + f[:-1]) / 2) * (chi[1] - chi[0])


def well_integral(*par):
    """Boltzmann integral over the +x hemisphere, energy from well bottom."""
    node, weight = np.polynomial.legendre.leggauss(300)
    theta = (node + 1) * np.pi / 4
    weight = weight * np.pi / 4
    phi = np.arange(2000) * 2 * np.pi / 2000
    s = np.sin(theta)[:, None]
    x = np.cos(theta)[:, None]
    w = energy(x, s * np.cos(phi), s * np.sin(phi), *par)
    w = w - energy(1.0, 0.0, 0.0, *par)
    return np.sum(weight[:, None] * s * np.exp(-w)) * 2 * np.pi / 2000


def local_frequency(place, *par):
    """sqrt|product of curvatures| at the well or saddle, in kT/J."""
    h = 1e-3
    r = np.sqrt(1 - h * h)
    if place == "well":
        points = [(1, 0, 0), (r, h, 0), (r, 0, h)]
    else:
        points = [(0, 1, 0), (h, r, 0), (0, r, h)]
    e0, e1, e2 = [energy(*p, *par) for p in points]
    return np.sqrt(abs(4 * (e1 - e0) * (e2 - e0))) / h**2


def rate_ratio(*par):
    """Full flux-over-population rate divided by f0 exp(-barrier)."""
    f0 = local_frequency("well", *par) / (2 * np.pi)
    return outbound_flux(*par) / (well_integral(*par) * f0)


# Resonance frequency: formula against integrated undamped motion
def f_res(Ke, Kh):
    return gamma / (np.pi * Ms) * np.sqrt(Ke * (Ke + Kh))


def precession(t, m):
    field = np.array([2 * Ke * m[0], 0.0, -2 * Kh * m[2]]) / Ms
    return -np.cross(m, field)


def y_crossing(t, m):
    return m[1]


y_crossing.direction = 1
f0 = f_res(Ke, Kh)
tilt = 1e-3
orbit = solve_ivp(precession, (0, 3.2 * gamma / f0),
                  [np.sqrt(1 - tilt**2), tilt, 0.0], events=y_crossing,
                  rtol=1e-9, atol=1e-12)
crossings = orbit.t_events[0]
f_motion = gamma / (crossings[-1] - crossings[-2])
assert abs(f_motion / f0 - 1) < 1e-4

# Exact flux, including the nearly uniaxial case where it collapses
flux = outbound_flux(D, Dh)
assert abs(flux - 1) < 1e-4
weak_hard = 0.5
flux_weak = outbound_flux(D, weak_hard)
assert abs(flux_weak - (1 - np.exp(-weak_hard))) < 1e-4

# Complete rate and its first finite-barrier correction
ratio = rate_ratio(D, Dh)
ratio_formula = 1 - (1 / D + 1 / (D + Dh)) / 4
assert abs(ratio - ratio_formula) < 1 / D**2 + 1e-4

# Reshape the saddle at fixed well curvature and barrier
reshaped = []
for name, c_rel, d_rel in (("stiff", 0.8, -1.0), ("soft", -0.8, 0.5)):
    for barrier in (40.0, 160.0):
        hard = barrier / q
        par = (barrier, hard, c_rel * hard, d_rel * barrier)
        well_change = (local_frequency("well", *par)
                       / local_frequency("well", barrier, hard))
        saddle_change = (local_frequency("saddle", *par)
                         / local_frequency("saddle", barrier, hard))
        r = rate_ratio(*par)
        assert abs(well_change - 1) < 1e-4
        assert abs(saddle_change - 1) > 0.5
        assert abs(r - 1) < 1.2 / barrier
        reshaped.append((name, barrier, saddle_change, r))


# Damped motion; time unit Ms (1 + alpha^2) / (2 gamma Kh)
def damped(m):
    b = np.array([q * m[0], 0.0, -m[2]])
    torque = np.cross(m, b)
    return -torque - alpha * np.cross(m, torque)


saddle = np.array([0.0, 1.0, 0.0])
step = 1e-5
jacobian = np.array([(damped(saddle + step * e) - damped(saddle - step * e))
                     / (2 * step) for e in np.eye(3)]).T
growth = max(np.linalg.eigvals(jacobian).real)
trace = alpha * (1 - q)
growth_formula = (-trace + np.sqrt(trace**2 + 4 * q * (1 + alpha**2))) / 2
assert abs(growth / growth_formula - 1) < 1e-6
# Restore the factor 1 + alpha^2 of the time unit
growth_ratio = growth / (np.sqrt(q) * (1 + alpha**2))

# Energy lost between saddles: formula against the conservative orbit
delta = 4 * alpha * np.sqrt(D * Dh)


def orbit_with_loss(t, s):
    m = s[:3]
    torque = np.cross(m, np.array([q * m[0], 0.0, -m[2]]))
    return np.append(-torque, 2 * Dh * alpha * (torque @ torque))


psi, angle = 1e-3, np.arctan(np.sqrt(q))
start = [np.sin(psi) * np.cos(angle), np.cos(psi),
         np.sin(psi) * np.sin(angle), 0.0]
t_pass = 2 * np.log(2 / psi) / np.sqrt(q)
passage = solve_ivp(orbit_with_loss, (0, t_pass), start,
                    rtol=1e-9, atol=1e-12)
assert abs(passage.y[3, -1] / delta - 1) < 1e-3

# Chance of still being above the next saddle after the loss
p_next = erfc(np.sqrt(delta) / 2)
p_quad = quad(lambda w: np.exp(-w) * 0.5
              * erfc((delta - w) / (2 * np.sqrt(delta))), 0, 60,
              epsabs=1e-11, limit=200)[0]
assert abs(p_next - p_quad) < 1e-7
p_estimate = p_next + (1 - growth_ratio) / 2


def simulated_return(count=20000, dt=0.1, t_end=150.0):
    """Start with the one-way flux distribution at a saddle, heading to +x.

    Stochastic damped precession (Heun scheme); returns the share that
    settles at -x, and the share not yet settled.
    """
    rng = np.random.default_rng(7)
    z = np.sqrt(rng.exponential(size=count) / Dh)
    x, y = np.zeros(count), np.sqrt(1 - z**2)
    amplitude = np.sqrt(alpha * dt / ((1 + alpha**2) * Dh))

    def increment(x, y, z, noise):
        hx = q * x * dt + noise[0]
        hy = noise[1]
        hz = -z * dt + noise[2]
        tx, ty, tz = y * hz - z * hy, z * hx - x * hz, x * hy - y * hx
        return (-tx - alpha * (y * tz - z * ty),
                -ty - alpha * (z * tx - x * tz),
                -tz - alpha * (x * ty - y * tx))

    for _ in range(int(round(t_end / dt))):
        noise = amplitude * rng.standard_normal((3, count))
        a = increment(x, y, z, noise)
        b = increment(x + a[0], y + a[1], z + a[2], noise)
        x = x + (a[0] + b[0]) / 2
        y = y + (a[1] + b[1]) / 2
        z = z + (a[2] + b[2]) / 2
        norm = np.sqrt(x * x + y * y + z * z)
        x, y, z = x / norm, y / norm, z / norm
    return np.mean(x < 0), np.mean(energy(x, y, z, D, Dh) > -5)


p_return, unsettled = simulated_return()
assert unsettled < 0.01
# The estimate omits relative terms of order alpha times the passage time,
# about 0.3 here; sampling noise is much smaller.
assert abs(p_return - p_estimate) < 0.35 * p_estimate
damping_factor = 1 - 2 * p_return

# Length at which the uniform saddle loses stability (strip, free ends)
critical_length = np.pi * np.sqrt(stiffness / Ke)


def lowest_nonuniform(strip):
    n = 200
    lap = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    lap[0, 0] = lap[-1, -1] = 1
    matrix = 2 * stiffness * lap * (n / strip)**2 - 2 * Ke * np.eye(n)
    return np.linalg.eigvalsh(matrix)[1] / (2 * Ke)


assert abs(lowest_nonuniform(critical_length)) < 1e-3
assert lowest_nonuniform(length) > 0

# Shape anisotropy of an ellipsoid with the same three axes
axes = np.array([length, width, thick]) / thick
demag = np.array([np.prod(axes) / 3 * elliprd(
    *(np.delete(axes, i)**2), axes[i]**2) for i in range(3)])
assert abs(demag.sum() - 1) < 1e-9
shape = 0.5 * const.mu_0 * Ms**2
Ke_shape = shape * (demag[1] - demag[0])
Kh_shape = shape * (demag[2] - demag[1])


def rate(Ke, temperature):
    return f_res(Ke, Kh) * np.exp(-Ke * V / (const.k * temperature))


k_one = rate(Ke, T)
life = 1 / (2 * k_one)
hot = 358.15
omega_saddle = 2 * gamma * np.sqrt(Ke * Kh) / Ms
ten_years = 10 * year

print(f"Axes: {length*1e9:.0f} x {width*1e9:.0f} x {thick*1e9:.0f} nm")
print(f"Volume: {V*1e27:.1f} nm^3")
print(f"Magnetization Ms: {Ms/1e3:.0f} kA/m")
print(f"Ke: {Ke/1e3:.1f} kJ/m^3, Kh: {Kh/1e3:.1f} kJ/m^3")
print(f"Ellipsoid shape estimate of Ke: {Ke_shape/1e3:.1f} kJ/m^3")
print(f"Ellipsoid shape estimate of Kh: {Kh_shape/1e3:.1f} kJ/m^3")
print(f"Temperature: {T:.0f} K, kT: {kT/const.e*1e3:.3f} meV")
print(f"Barrier Ke V: {Ke*V/const.e:.4f} eV")
print(f"Barrier / kT: {D:.3f}")
print(f"Hard-axis energy Kh V / kT: {Dh:.1f}")
print(f"Resonance frequency f0, formula: {f0/1e9:.4f} GHz")
print(f"Resonance frequency f0, integrated motion: {f_motion/1e9:.4f} GHz")
print(f"Boltzmann factor: {np.exp(-D):.4e}")
print(f"Rate over one saddle: {k_one:.4e} 1/s")
print(f"Rate over both saddles: {2*k_one:.4e} 1/s")
print(f"Mean retention time: {life:.4e} s = {life/year:.1f} years")
print(f"Flip probability in 10 years: {-np.expm1(-ten_years/life):.4f}")
print(f"Barrier/kT for 10-year mean time: {np.log(2*f0*ten_years):.2f}")
print(f"One-way flux, units kT/J, example: {flux:.6f}")
print(f"One-way flux at Kh V/kT = {weak_hard}: {flux_weak:.6f}")
print(f"Full rate / simple formula, quadrature: {ratio:.6f}")
print(f"Full rate / simple formula, first correction: {ratio_formula:.6f}")
for name, barrier, change, r in reshaped:
    print(f"{name} saddle, barrier {barrier:.0f} kT: saddle frequency "
          f"x {change:.3f}, rate/formula {r:.4f}")
print(f"Damping alpha: {alpha}")
print(f"Saddle growth rate / undamped value: {growth_ratio:.4f}")
print(f"Energy loss between saddles: {delta:.3f} kT")
print(f"Chance to stay above next saddle: {p_next:.4f}")
print(f"Return share, estimate: {p_estimate:.4f}")
print(f"Return share, simulation: {p_return:.4f}")
print(f"Rate factor from damping, 1 - 2P: {damping_factor:.3f}")
print(f"Retention with damping factor: {life/damping_factor/year:.0f} years")
print(f"Saddle quantum / kT: {const.hbar*omega_saddle/kT:.2e}")
print(f"Exchange stiffness: {stiffness*1e12:.0f} pJ/m")
print(f"Critical length for uniform saddle: {critical_length*1e9:.1f} nm")
print(f"Rate factor if Ke is 1 % lower: {rate(0.99*Ke, T)/k_one:.3f}")
print(f"Barrier/kT at {hot} K, same Ke: {Ke*V/(const.k*hot):.2f}")
print(f"Retention at {hot} K, same Ke: {0.5/rate(Ke, hot)/86400:.1f} days")
print(f"Retention at {hot} K, Ke 5 % lower: "
      f"{0.5/rate(0.95*Ke, hot)/86400:.1f} days")
print("all good")
```

Printed output:

```
Axes: 80 x 40 x 3 nm
Volume: 7539.8 nm^3
Magnetization Ms: 1000 kA/m
Ke: 25.0 kJ/m^3, Kh: 500.0 kJ/m^3
Ellipsoid shape estimate of Ke: 24.9 kJ/m^3
Ellipsoid shape estimate of Kh: 536.4 kJ/m^3
Temperature: 300 K, kT: 25.852 meV
Barrier Ke V: 1.1765 eV
Barrier / kT: 45.509
Hard-axis energy Kh V / kT: 910.2
Resonance frequency f0, formula: 6.4213 GHz
Resonance frequency f0, integrated motion: 6.4213 GHz
Boltzmann factor: 1.7208e-20
Rate over one saddle: 1.1050e-10 1/s
Rate over both saddles: 2.2099e-10 1/s
Mean retention time: 4.5250e+09 s = 143.4 years
Flip probability in 10 years: 0.0674
Barrier/kT for 10-year mean time: 42.85
One-way flux, units kT/J, example: 0.999999
One-way flux at Kh V/kT = 0.5: 0.393469
Full rate / simple formula, quadrature: 0.994131
Full rate / simple formula, first correction: 0.994245
stiff saddle, barrier 40 kT: saddle frequency x 1.897, rate/formula 0.9788
stiff saddle, barrier 160 kT: saddle frequency x 1.897, rate/formula 0.9948
soft saddle, barrier 40 kT: saddle frequency x 0.316, rate/formula 0.9972
soft saddle, barrier 160 kT: saddle frequency x 0.316, rate/formula 0.9995
Damping alpha: 0.01
Saddle growth rate / undamped value: 0.9789
Energy loss between saddles: 8.141 kT
Chance to stay above next saddle: 0.0436
Return share, estimate: 0.0542
Return share, simulation: 0.0515
Rate factor from damping, 1 - 2P: 0.897
Retention with damping factor: 160 years
Saddle quantum / kT: 1.00e-03
Exchange stiffness: 20 pJ/m
Critical length for uniform saddle: 88.9 nm
Rate factor if Ke is 1 % lower: 1.568
Barrier/kT at 358.15 K, same Ke: 38.12
Retention at 358.15 K, same Ke: 32.4 days
Retention at 358.15 K, Ke 5 % lower: 4.9 days
all good
```
